# Elastic light scattering by an atom: Rayleigh, resonance and Thomson limits: test program

```python
"""Elastic light scattering by an atom with N electrons and a J=0 ground state.
Result under test: sigma = (8 pi/3) r_e^2 |M|^2 with
    M(w) = sum_n f_n w^2 / (w_n^2 - w^2 - i w Gamma_n),
w_n excitation frequencies, f_n oscillator strengths, Gamma_n widths.
Limits: Rayleigh  M -> w^2 alpha(0) (atomic units),
        resonance sigma_peak = 6 pi c^2 / w_0^2,
        Thomson   |M| -> N, so sigma = N^2 * 8 pi r_e^2 / 3 for k*size << 1.
For finite size at high frequency |M| is the form factor F(q).
Atomic units inside (hbar = m = e = 1, c = 1/alpha_fs, r_e = 1/c^2).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import trapezoid
from scipy.linalg import eigh
from pyscf import gto, scf, ao2mo

c_au = 1.0 / sc.fine_structure
re_au = 1.0 / c_au**2
a0 = sc.physical_constants["Bohr radius"][0]
hartree_ev = sc.physical_constants["Hartree energy in eV"][0]
time_au = sc.physical_constants["atomic unit of time"][0]
r_e = sc.physical_constants["classical electron radius"][0]
sigma_T = 8 * np.pi / 3 * r_e**2


def show(label, value, unit="", fmt=".5g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# ---- Angular factor: explicit sum over two final polarizations ----
mu, wmu = np.polynomial.legendre.leggauss(80)
phi = 2 * np.pi * np.arange(32) / 32
MU, PHI = np.meshgrid(mu, phi, indexing="ij")
SIN = np.sqrt(1 - MU**2)
theta_hat = np.array([MU * np.cos(PHI), MU * np.sin(PHI), -SIN])
phi_hat = np.array([-np.sin(PHI), np.cos(PHI), 0 * PHI])
eps_in = np.array([1.0, 1.0j, 0.0]) / np.sqrt(2)
intensity = sum(abs(np.einsum("i,iab->ab", eps_in, e))**2
                for e in (theta_hat, phi_hat))
angular = np.sum(wmu[:, None] * intensity) * 2 * np.pi / 32
assert abs(angular - 8 * np.pi / 3) < 1e-10
show("Angular integral by quadrature", angular, "sr", ".6f")
show("Classical electron radius", r_e, "m", ".6e")
show("Thomson cross section, one electron", sigma_T, "m^2", ".6e")

# ---- Two interacting electrons in one dimension (sinc grid) ----
n_grid, h = 39, 0.4
x = h * (np.arange(n_grid) - n_grid // 2)
diff = np.subtract.outer(np.arange(n_grid), np.arange(n_grid))
safe = np.where(diff == 0, 1, diff)
sign = (-1.0)**np.abs(diff)
kinetic = np.where(diff == 0, np.pi**2 / 6, sign / safe**2) / h**2
deriv = np.where(diff == 0, 0.0, sign / safe) / h
one = np.eye(n_grid)
h1 = kinetic + np.diag(-2 / np.sqrt(x**2 + 1))
repulsion = 1 / np.sqrt(np.subtract.outer(x, x)**2 + 1)
H2 = np.kron(h1, one) + np.kron(one, h1) + np.diag(repulsion.ravel())
X2 = np.add.outer(x, x).ravel()
energy, states = eigh(H2)
ground = states[:, 0]
w_n = energy[1:] - energy[0]
psi = ground.reshape(n_grid, n_grid)
d_psi = (deriv @ psi + psi @ deriv.T).ravel()
p_sq = (states[:, 1:].T @ d_psi)**2
f_model = 2 * w_n * (states[:, 1:].T @ (X2 * ground))**2


def m_momentum(w):
    return -2 + np.sum(2 * p_sq * w_n / (w_n**2 - w**2))


def m_length(w):
    return np.sum(f_model * w**2 / (w_n**2 - w**2))


for w in (0.1, 0.3, 5.0, 100.0):
    assert abs(m_momentum(w) - m_length(w)) < 1e-4
field = 0.01
e_field = [eigh(H2 + np.diag(s * field * X2), eigvals_only=True,
                subset_by_index=[0, 0])[0] for s in (1, -1)]
alpha_model = -(sum(e_field) - 2 * energy[0]) / field**2
w_low = 0.05
assert abs(m_momentum(w_low) / w_low**2 / alpha_model - 1) < 0.03
e1, v1 = eigh(h1)
w1 = e1[1:] - e1[0]
f1 = 2 * w1 * (v1[:, 1:].T @ (x * v1[:, 0]))**2
m_one = np.sum(f1 * 100.0**2 / (w1**2 - 100.0**2))
ratio_coh = (m_length(100.0) / m_one)**2
assert abs(ratio_coh - 4) < 0.02


def all_final(q):
    wave = np.exp(1j * q * x)
    return np.sum(psi**2 * abs(np.add.outer(wave, wave))**2)


assert abs(all_final(0.01) - 4) < 0.01 and abs(all_final(5.0) - 2) < 0.1
show("Model, sum of oscillator strengths", f_model.sum(), "", ".6f")
show("Model, M momentum form at w=0.3", m_momentum(0.3), "", ".6f")
show("Model, M length form at w=0.3", m_length(0.3), "", ".6f")
show("Model, finite-field polarizability", alpha_model, "a.u.")
show("Model, M/w^2 at w=0.05", m_momentum(w_low) / w_low**2, "a.u.")
show("Model, two-/one-electron sigma at w=100", ratio_coh, "", ".4f")
show("Model, all final states, q=0.01", all_final(0.01), "", ".4f")
show("Model, all final states, q=5", all_final(5.0), "", ".4f")

# ---- Decay into discretized photon modes (c = 1, atom frequency 1) ----
n_modes, dipole_sq = 1200, 0.0015
dw = 2.0 / n_modes
w_mode = (np.arange(n_modes) + 0.5) * dw
# field^2 per mode (2 pi w/V) * orientation 1/3 * mode density V w^2/pi^2
g_sq = 2 * np.pi * w_mode * dipole_sq / 3 * w_mode**2 / np.pi**2 * dw
H_decay = np.diag(np.concatenate(([1.0], w_mode)))
H_decay[0, 1:] = H_decay[1:, 0] = np.sqrt(g_sq)
e_dec, v_dec = eigh(H_decay)
survive = [abs(np.sum(v_dec[0]**2 * np.exp(-1j * e_dec * t)))**2
           for t in (500.0, 1500.0)]
rate_num = np.log(survive[0] / survive[1]) / 1000.0
rate_formula = 4 * dipole_sq / 3
# tolerance: level shift of relative order rate/frequency
assert abs(rate_num / rate_formula - 1) < 0.02
show("Decay rate from photon modes", rate_num, "(atom freq. = 1)")
show("Decay rate from formula", rate_formula, "(atom freq. = 1)")

# ---- Mg atom: Hartree-Fock and time-dependent Hartree-Fock ----
basis = [[0, [0.02 * 2.5**k, 1.0]] for k in range(17)]
basis += [[1, [0.015 * 2.5**k, 1.0]] for k in range(14)]
basis += [[2, [0.05 * 2.5**k, 1.0]] for k in range(10)]
mol = gto.M(atom="Mg 0 0 0", basis={"Mg": basis}, verbose=0)
N = mol.nelectron
eri = mol.intor("int2e", aosym="s8")
h_core = scf.hf.get_hcore(mol)
z_ao = mol.intor("int1e_r")[2]


def run_hf(strength, dm0=None):
    mf = scf.RHF(mol)
    mf._eri = eri
    mf.conv_tol = 1e-11
    mf.max_cycle = 100
    mf.get_hcore = lambda *args: h_core + strength * z_ao
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mf


mf = run_hf(0.0)
dm = mf.make_rdm1()
nocc = N // 2
Co, Cv = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
nv = Cv.shape[1]
ovov = ao2mo.general(eri, (Co, Cv, Co, Cv), compact=False)
ovov = ovov.reshape(nocc, nv, nocc, nv)
oovv = ao2mo.general(eri, (Co, Co, Cv, Cv), compact=False)
direct = oovv.reshape(nocc, nocc, nv, nv).transpose(0, 2, 1, 3)
crossed = ovov.transpose(0, 3, 2, 1)
gap = (mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None]).ravel()
dim = nocc * nv
a_plus_b = np.diag(gap) + (4 * ovov - direct - crossed).reshape(dim, dim)
a_minus_b = np.diag(gap) + (crossed - direct).reshape(dim, dim)
s_val, s_vec = eigh(a_minus_b)
assert s_val[0] > 0
root = (s_vec * np.sqrt(s_val)) @ s_vec.T
w_sq, modes = eigh(root @ a_plus_b @ root)
assert w_sq[0] > 0
w_mg = np.sqrt(w_sq)
z_ov = (Co.T @ z_ao @ Cv).ravel()
f_mg = 4 * (modes.T @ (root @ z_ov))**2
alpha0 = np.sum(f_mg / w_sq)
F0 = 0.002
alpha_ff = -(run_hf(F0, dm).e_tot + run_hf(-F0, dm).e_tot
             - 2 * mf.e_tot) / F0**2
assert abs(alpha_ff / alpha0 - 1) < 0.005
assert abs(f_mg.sum() / N - 1) < 0.02  # finite basis
show("Mg, Hartree-Fock energy", mf.e_tot, "hartree", ".5f")
show("Mg, sum of oscillator strengths", f_mg.sum(), "", ".4f")
show("Mg, static polarizability from sum", alpha0, "a0^3", ".3f")
show("Mg, static polarizability, finite field", alpha_ff, "a0^3", ".3f")

# Merge the degenerate components of the first strong dipole line
w0 = w_mg[np.argmax(f_mg > 0.1)]
line = abs(w_mg - w0) < 1e-5
f0 = f_mg[line].sum()
gamma = 4 * w0**3 / (3 * c_au**3) * f0 / (2 * w0)


def m_full(w):
    rest = np.sum(f_mg[~line] * w**2 / (w_sq[~line] - w**2))
    return rest + f0 * w**2 / (w0**2 - w**2 - 1j * w * gamma)


def sigma_si(w):
    return sigma_T * abs(m_full(w))**2


for nm in (1000.0, 3000.0):
    w = 2 * np.pi * sc.c / (nm * 1e-9) * time_au
    rayleigh = 8 * np.pi / 3 * (w / c_au)**4 * alpha0**2 * a0**2
    show(f"Mg, {nm:.0f} nm, Rayleigh limit", rayleigh, "m^2", ".4e")
    show(f"Mg, {nm:.0f} nm, full sum", sigma_si(w), "m^2", ".4e")
    show(f"Mg, {nm:.0f} nm, full/Rayleigh", sigma_si(w) / rayleigh, "", ".4f")
assert abs(sigma_si(w) / rayleigh - 1) < 0.04

peak = sigma_si(w0)
wavelength = 2 * np.pi * c_au / w0 * a0
peak_formula = 3 * wavelength**2 / (2 * np.pi)
extinction = 4 * np.pi * c_au / w0 * re_au * m_full(w0).imag * a0**2
assert abs(peak / peak_formula - 1) < 1e-5
assert abs(peak / extinction - 1) < 1e-5
for detuning in (0.5, 100.0):
    lorentz = peak_formula / (1 + 4 * detuning**2)
    assert abs(sigma_si(w0 + detuning * gamma) / lorentz - 1) < 1e-3
half = sigma_si(w0 + gamma / 2) / peak
show("Mg, resonance energy", w0 * hartree_ev, "eV", ".4f")
show("Mg, resonance wavelength", wavelength * 1e9, "nm", ".2f")
show("Mg, resonance oscillator strength", f0, "", ".4f")
show("Mg, natural width Gamma", gamma / time_au, "s^-1", ".4e")
show("Mg, peak cross section, full sum", peak, "m^2", ".4e")
show("Mg, 3 lambda^2/(2 pi)", peak_formula, "m^2", ".4e")
show("Mg, extinction by optical theorem", extinction, "m^2", ".4e")
show("Mg, sigma(w0+Gamma/2)/peak", half, "", ".4f")

# Approach to N on the imaginary frequency axis
for u in (1.0, 10.0, 100.0, 1000.0):
    freed = np.sum(f_mg * u**2 / (w_sq + u**2))
    show(f"Mg, -M(iu) at u={u:.0f} hartree", freed, "", ".3f")

# ---- Finite size: form factor of the Hartree-Fock density ----
log_r = np.linspace(-12, np.log(60.0), 5000)
r = np.exp(log_r)
direction = np.array([0.3, 0.5, 0.8])
direction /= np.linalg.norm(direction)
ao = mol.eval_gto("GTOval_sph", r[:, None] * direction)
rho = np.einsum("pi,pi->p", ao @ dm, ao)
weight = 4 * np.pi * r**3 * rho


def form_factor(q):
    return trapezoid(weight * np.sinc(np.outer(q, r) / np.pi), log_r, axis=1)


F_zero, F_small = form_factor(np.array([0.0, 0.05]))
r2 = np.sum(dm * mol.intor("int1e_r2"))
assert abs(F_zero - N) < 1e-3
assert abs((F_zero - F_small) / (0.05**2 * r2 / 6) - 1) < 0.02
rms = np.sqrt(r2 / N)


def coherent_fraction(k):
    F = form_factor(k * np.sqrt(2 * (1 - mu)))
    return 3 / 8 * np.sum(wmu * (1 + mu**2) * F**2) / N**2


assert abs(coherent_fraction(0.01) - 1) < 1e-3
k_edge = -mf.mo_energy[0]
show("Mg, N^2 sigma_T", N**2 * sigma_T, "m^2", ".4e")
show("Mg, K-shell orbital binding", k_edge * hartree_ev, "eV", ".1f")
show("Mg, rms electron radius a", rms, "a0", ".4f")
show("Mg, k*a at K-shell binding", k_edge / c_au * rms, "", ".3f")
show("Mg, form factor F(0)", F_zero, "", ".4f")
for kev in (5.0, 10.0):
    k = kev * 1000 / hartree_ev / c_au
    frac = coherent_fraction(k)
    assert frac < 1
    tag = f"Mg, {kev:.0f} keV"
    show(f"{tag}, k*a", k * rms, "", ".3f")
    show(f"{tag}, backward F(2k)", form_factor(np.array([2 * k]))[0], "", ".3f")
    show(f"{tag}, sigma_el/(N^2 sigma_T)", frac, "", ".4f")
    show(f"{tag}, sigma_el", frac * N**2 * sigma_T, "m^2", ".4e")

print("verified")
```

Printed output:

```
Angular integral by quadrature: 8.377580 sr
Classical electron radius: 2.817940e-15 m
Thomson cross section, one electron: 6.652459e-29 m^2
Model, sum of oscillator strengths: 2.000000
Model, M momentum form at w=0.3: 0.709845
Model, M length form at w=0.3: 0.709845
Model, finite-field polarizability: 5.5946 a.u.
Model, M/w^2 at w=0.05: 5.6355 a.u.
Model, two-/one-electron sigma at w=100: 3.9999
Model, all final states, q=0.01: 3.9998
Model, all final states, q=5: 1.9996
Decay rate from photon modes: 0.0019847 (atom freq. = 1)
Decay rate from formula: 0.002 (atom freq. = 1)
Mg, Hartree-Fock energy: -199.61316 hartree
Mg, sum of oscillator strengths: 12.0012
Mg, static polarizability from sum: 81.602 a0^3
Mg, static polarizability, finite field: 81.642 a0^3
Mg, 1000 nm, Rayleigh limit: 1.9092e-30 m^2
Mg, 1000 nm, full sum: 2.3115e-30 m^2
Mg, 1000 nm, full/Rayleigh: 1.2107
Mg, 3000 nm, Rayleigh limit: 2.3570e-32 m^2
Mg, 3000 nm, full sum: 2.4054e-32 m^2
Mg, 3000 nm, full/Rayleigh: 1.0205
Mg, resonance energy: 4.0275 eV
Mg, resonance wavelength: 307.85 nm
Mg, resonance oscillator strength: 1.6607
Mg, natural width Gamma: 3.8961e+08 s^-1
Mg, peak cross section, full sum: 4.5249e-14 m^2
Mg, 3 lambda^2/(2 pi): 4.5249e-14 m^2
Mg, extinction by optical theorem: 4.5249e-14 m^2
Mg, sigma(w0+Gamma/2)/peak: 0.5000
Mg, -M(iu) at u=1 hartree: 2.319
Mg, -M(iu) at u=10 hartree: 7.886
Mg, -M(iu) at u=100 hartree: 11.220
Mg, -M(iu) at u=1000 hartree: 11.973
Mg, N^2 sigma_T: 9.5795e-27 m^2
Mg, K-shell orbital binding: 1334.2 eV
Mg, rms electron radius a: 1.5709 a0
Mg, k*a at K-shell binding: 0.562
Mg, form factor F(0): 12.0000
Mg, 5 keV, k*a: 2.106
Mg, 5 keV, backward F(2k): 6.149
Mg, 5 keV, sigma_el/(N^2 sigma_T): 0.4593
Mg, 5 keV, sigma_el: 4.3996e-27 m^2
Mg, 10 keV, k*a: 4.213
Mg, 10 keV, backward F(2k): 2.691
Mg, 10 keV, sigma_el/(N^2 sigma_T): 0.2152
Mg, 10 keV, sigma_el: 2.0618e-27 m^2
verified
```
